\section*{Why wall recombination peaks: migration, desorption and a blocked weak layer}

\section{The observation and the incomplete explanation}

A plasma reactor can lose many of its radicals at the wall, where atoms pair up and return to the gas as molecules. When the wall is heated at fixed gas conditions, the recombination probability may first rise and then fall. A simple explanation has two parts. Weakly bound atoms must migrate to strongly binding sites to react, and migration is activated, so heating helps. Weakly bound atoms also desorb, so heating eventually hurts.

These two processes alone do not give a maximum. Let a weakly bound atom react through an activated channel of rate $k_m=\nu_m e^{-\beta E_m}$ or desorb at rate $k_d=\nu_d e^{-\beta E_d}$, with $\beta=1/k_BT$. The chance that it reacts is
\begin{equation}
\frac{k_m}{k_m+k_d}=\frac{1}{1+(\nu_d/\nu_m)\,e^{-\beta(E_d-E_m)}} .
\end{equation}
For $E_d>E_m$ the exponential grows with temperature and the chance falls at every temperature. Migration does speed up on heating, but desorption speeds up more. For $E_d<E_m$ the chance rises throughout. Slow migration on a cold wall does no harm if the atom has unlimited time to migrate.

For $E_d>E_m$, a maximum in this picture needs a third loss that freezes out less than migration does on cooling. Site blocking supplies one when each weak site holds a single atom and weakly bound atoms do not react with each other: a cold, slowly migrating layer fills up, and further atoms from the gas are refused. Removal of weakly bound atoms by plasma ions acts in the same way. The following sections show how large the effect is, where the maximum lies, and when the explanation fails.

\section{Model and conventions}

The surface is a square lattice. A fraction $c$ of its sites binds strongly, the rest weakly. Each site is struck by $\phi$ gas atoms per second. An atom striking an empty weak site sticks with probability $s$; one striking a filled weak site returns to the gas unreacted. A weakly bound atom hops to each of its four neighbours at rate $w=\nu_m e^{-\beta E_m}$, desorbs at rate $k_d=\nu_d e^{-\beta E_d}$, and is removed as an atom by ions at rate $k_x$.

An atom that reaches a strong site by hopping fills it if it is empty, and recombines with its occupant if it is full, without a barrier in either case. A direct hit from the gas does the same with probability $q$. Strongly bound atoms do not desorb. Weakly bound atoms do not react with each other, an assumption examined in the last section but one. The quantities $\phi$, $s$, $q$, $k_x$ and the prefactors are independent of wall temperature. Energies are in eV and rates in s$^{-1}$.

The recombination probability $\gamma$ is the number of atoms leaving as molecules per atom striking the wall. A strong site is alternately filled and emptied by successive arrivals. Two arrivals therefore make one molecule, which carries away two atoms, so in the steady state $\gamma$ counts arrivals at strong sites, one atom each.

\section{From a crowded layer to one walker}

Let $n_i=0,1$ be the occupation of weak site $i$ and $\theta_i=\langle n_i\rangle$ its mean. Hopping between weak sites $i$ and $j$ requires an empty target, so it changes $\theta_i$ at the rate
\begin{equation}
w\langle n_j(1-n_i)\rangle-w\langle n_i(1-n_j)\rangle=w(\theta_j-\theta_i),
\end{equation}
because the products $n_in_j$ cancel. No factorization of averages has been made. A hop into a strong site is never blocked and contributes $-w\theta_i$, which has the same form if we set $\theta=0$ on strong sites. Sticking adds $s\phi(1-\theta_i)$. Collecting terms,
\begin{equation}
\frac{d\theta_i}{dt}=s\phi-\lambda\theta_i+w\sum_{j\sim i}(\theta_j-\theta_i),
\qquad \lambda=k_d+k_x+s\phi, \label{eq:mean}
\end{equation}
where $j\sim i$ denotes the four neighbours. Blocking has moved into the total loss rate $\lambda$: refusal of atoms by filled sites acts on the means like an extra removal at rate $s\phi$.

In the steady state, divide by $w$ and define $x=\lambda/w$. With $A$ the neighbour matrix among weak sites and $b_i$ the number of strong neighbours of site $i$,
\begin{equation}
M\theta=\frac{s\phi}{w}\mathbf 1,\qquad M=(x+4)I-A .
\end{equation}
The rate of arrivals at strong sites by hopping is $w\,b^{T}\theta=s\phi\,b^{T}M^{-1}\mathbf 1$. Since $M$ is symmetric, this equals $s\phi\,\mathbf 1^{T}h$ with $h=M^{-1}b$, that is,
\begin{equation}
(x+4)h_i=\sum_{j\sim i}h_j,\qquad h=1\ \text{on strong sites}. \label{eq:hit}
\end{equation}
This is the equation for the chance $h_i$ that a single walker starting at $i$ reaches a strong site before being killed at rate $\lambda$: its next event is a given hop with probability $w/(\lambda+4w)=1/(x+4)$. Let $P(x)$ be the average of $h_i$ over weak sites. Dividing the arrivals by all impacts and adding direct hits gives
\begin{equation}
\gamma=cq+(1-c)\,s\,P(x),\qquad x=\frac{k_d+k_x+s\phi}{w}. \label{eq:gamma}
\end{equation}
This holds for any arrangement of strong sites within the model. It was tested against the complete many-atom master equation on a $3\times3$ periodic lattice with one strong site; the two agree to rounding error.

For one strong site in each periodic cell of $N=L^2$ sites, $P$ has a closed form. Let $G_r$ solve $(x+4)G_r-\sum_{r'\sim r}G_{r'}=\delta_{r0}$. Then $h_r=G_r/G_0$ satisfies Eq.~\eqref{eq:hit} and equals 1 at the strong site. Summing the equation for $G$ over the cell, the neighbour terms cancel $4\sum G_r$ and leave $x\sum_rG_r=1$. Removing the strong site itself from the sum of $h$,
\begin{equation}
P=\frac{1}{N-1}\left(\frac{1}{xG_0}-1\right),\quad
G_0=\frac1N\sum_{\mathbf k}\frac{1}{x+4-2\cos k_x'-2\cos k_y'} , \label{eq:P}
\end{equation}
where $k_x',k_y'$ are the lattice wave numbers $2\pi n/L$, not rates.

\section{Where the maximum lies}

If $\tau$ is the time an unkilled walker needs to reach a strong site, its chance of surviving that long is $e^{-\lambda\tau}$. With $u=w\tau$, whose distribution does not depend on temperature,
\begin{equation}
P(x)=\langle e^{-xu}\rangle ,\qquad \frac{dP}{dx}=-\langle u\,e^{-xu}\rangle<0 .
\end{equation}
All temperature dependence enters through $x$, and $\gamma$ is largest where $x$ is smallest. Write $g=s\phi+k_x$ for the part of the loss that does not freeze out. Then
\begin{align}
x&=\frac{\nu_d}{\nu_m}e^{-\beta(E_d-E_m)}+\frac{g}{\nu_m}e^{\beta E_m},\\
\frac{dx}{d\beta}&=-(E_d-E_m)\frac{k_d}{w}+E_m\frac{g}{w}.
\end{align}
For $0<E_m<E_d$ and $g>0$, both exponentials are convex in $\beta$, so $x$ has one minimum. Setting the derivative to zero gives
\begin{equation}
k_d(T^*)=\frac{gE_m}{E_d-E_m},\qquad
T^*=\frac{E_d}{k_B\ln\!\left[\dfrac{\nu_d(E_d-E_m)}{gE_m}\right]} . \label{eq:Tstar}
\end{equation}
The argument of the logarithm must exceed 1 for $T^*$ to be positive, which holds easily when $\nu_d\gg g$. The migration prefactor and the density and arrangement of strong sites have dropped out. They set the height of the maximum, not its position.

The condition has a simple reading. Far from strong sites Eq.~\eqref{eq:mean} gives the coverage $\theta_\infty=s\phi/\lambda$. At the maximum $\lambda=g+k_d=gE_d/(E_d-E_m)$, so for $k_x=0$
\begin{equation}
\theta_\infty(T^*)=1-\frac{E_m}{E_d}.
\end{equation}
When strong sites are sparse, the maximum marks the changeover from a nearly full weak layer to a nearly empty one. Dense strong sites drain the layer, which is then already sparse at $T^*$. Well below the maximum, for $k_x=0$, sites are freed mainly by atoms that migrate to strong sites, and heating speeds this up. Closer to the maximum desorption also frees sites, but $\gamma$ still rises because the hop rate grows by a larger factor than the total loss rate $\lambda$. Well above the maximum there is room for nearly every atom, and heating shortens the distance each one covers before desorbing.

The other cases follow from the same expression for $x$. With $g=0$ and $E_m<E_d$, or with $E_m=0$, $x$ rises with temperature and $\gamma$ falls throughout. With $E_m>E_d$ both terms of $x$ shrink on heating and $\gamma$ rises throughout.

\section{How large the effect is}

Take round model parameters: $E_m=0.4$ eV, $E_d=0.6$ eV, $\nu_m=\nu_d=10^{13}$ s$^{-1}$, $\phi=1000$ s$^{-1}$, $s=q=0.5$, $k_x=0$, and one strong site per $100\times100$ cell, so $c=10^{-4}$. Then $g=500$ s$^{-1}$ and
\begin{equation}
T^*=\frac{0.6\ \text{eV}}{k_B\ln\!\left[\dfrac{10^{13}\times0.2}{500\times0.4}\right]}
=\frac{0.6\ \text{eV}}{k_B\ln 10^{10}}=302\ \text{K}.
\end{equation}
A numerical search for the maximum of $\gamma$ gives the same temperature, with a far coverage of $0.333=1-0.4/0.6$.
\begin{center}
\begin{tabular}{rcccc}
$T$ (K) & $\theta_\infty$ & $x$ & $P$ & $\gamma$\\
200 & 1.000 & 0.60 & 0.00046 & 0.00028\\
250 & 0.984 & 0.0059 & 0.025 & 0.012\\
302 & 0.333 & 0.00070 & 0.159 & 0.080\\
350 & 0.021 & 0.0013 & 0.091 & 0.046\\
400 & 0.002 & 0.0030 & 0.045 & 0.022\\
500 & 0.000 & 0.0096 & 0.016 & 0.008
\end{tabular}
\end{center}
At the maximum $w=2.15\times10^6$ s$^{-1}$ and $k_d=1000$ s$^{-1}$, so $x=(1000+500)/(2.15\times10^6)=7.0\times10^{-4}$, and Eq.~\eqref{eq:gamma} gives $\gamma\simeq0.5\times0.159=0.080$.

The continuum limit of Eq.~\eqref{eq:mean} has diffusion coefficient $w$ in units of site spacing squared, so disturbances of the coverage decay over $\sqrt{w/\lambda}=1/\sqrt x$ spacings. This length is about 13 at 250 K, 38 at the maximum and 10 at 500 K. On the hot side it sets the scale of the walk before desorption: the root-mean-square displacement is $2/\sqrt x$, about 20 spacings at 500 K. On the cold side it is the range of the depletion around a strong site, which at 250 K is about 64\% next to the site, 27\% at five spacings and 10\% at 13.

The effect of blocking is seen by leaving $s\phi$ out of $\lambda$. The mobile contribution $sP$ is then 0.467 at 200 K, 0.115 at 300 K and 0.022 at 400 K. The hot side is unchanged, but the cold side has lost its decline: at 200 K the unblocked estimate exceeds the value in the table by a factor of more than a thousand. Well below the maximum, the rise of $\gamma$ on heating is thus the unblocking of a full layer, with activated migration as its rate-limiting step.

A high density of strong sites leaves $T^*$ in place but flattens the maximum. In one random placement of nine strong sites among 900, their typical spacing of ten sites is well below the diffusion length of 38, and $P$ is 0.962 at $T^*$. Nearly every atom that sticks is then captured. Since $\langle e^{-2xu}\rangle\ge\langle e^{-xu}\rangle^2$, doubling $x$ still leaves $P$ above 0.92, whereas in the table a near doubling of $x$ between 302 K and 350 K lowers $P$ from 0.159 to 0.091. The maximum is therefore broad and flat.

\section{What the slopes of an Arrhenius plot mean}

The mobile part of $\gamma$ is proportional to $P$. Define its apparent activation energy as $E_{\rm app}=-d\ln P/d\beta$, and let $\kappa=-d\ln P/d\ln x$. From $\ln x=\ln\lambda-\ln w$, with $d\lambda/d\beta=-E_dk_d$ and $d\ln w/d\beta=-E_m$,
\begin{equation}
E_{\rm app}=\kappa\,\frac{d\ln x}{d\beta}=\kappa\left(E_m-E_d\frac{k_d}{\lambda}\right). \label{eq:Eapp}
\end{equation}
On the cold side $k_d/\lambda\to0$ and the slope tends to $\kappa E_m$. On the hot side $k_d/\lambda\to1$ and it tends to $-\kappa(E_d-E_m)$. Neither slope gives $E_d$ by itself.

The factor $\kappa$ is positive because $P$ falls with $x$. It is also below 1 for the periodic cell. By Eq.~\eqref{eq:P}, $(N-1)xP=1/G_0-x$, whose derivative is $-G_0'/G_0^2-1$. Differentiating the sum for $G_0$ and using Parseval's theorem, $-G_0'=\sum_rG_r^2>G_0^2$. Hence $xP$ increases with $x$, and $d\ln(xP)/d\ln x=1-\kappa>0$. The same holds for any arrangement of strong sites. With $B=4I-A$ we have $b=B\mathbf 1$ and $M=xI+B$, so $xP$ is proportional to $\mathbf 1^{T}xB(xI+B)^{-1}\mathbf 1$. Each eigenvalue $\mu>0$ of $B$ contributes a non-negative multiple of $x\mu/(x+\mu)$, which grows with $x$. The slopes therefore understate the energies.

When nearly every atom is captured, $P\to1$ and $\kappa\to0$, and the slopes say little about the energies. For sparse strong sites, two limits show how large $\kappa$ is. For $x\gg1$ an atom is captured if it lands next to a strong site and makes the right hop, with chance about $1/x$ from each of four sites. Then $P\simeq4/[(N-1)x]$ and $\kappa\to1$. For $x\ll1$, with the diffusion length still well below the cell size, the sum for $G_0$ becomes an integral dominated by small wave numbers,
\begin{equation}
G_0\simeq\int_0^{K}\frac{k\,dk}{2\pi}\frac{1}{x+k^2}+\text{const}
\simeq\frac{1}{4\pi}\ln\frac{C}{x},
\end{equation}
where the cutoff $K$ and the regular remainder are absorbed in the constant $C$. Since $xG_0\ll1$, $P\simeq4\pi/[Nx\ln(C/x)]$, and differentiation gives $\kappa\simeq1-1/\ln(C/x)$. Equation~\eqref{eq:P} turns the value of $P$ at 250 K into a value of $G_0$, which fixes $C\approx32$; the formula for $\kappa$ then predicts $\kappa\approx0.88$ at 500 K, where the full calculation gives 0.881. The logarithm expresses the depletion of the layer around each strong site.

In the example the apparent energy is 0.34 eV at 200 K, against $E_m=0.4$ eV, and $-0.18$ eV at 400 K, against $-(E_d-E_m)=-0.2$ eV. Direct hits flatten the cold side further. They contribute $cq=5\times10^{-5}$ at all temperatures, about 18\% of $\gamma$ at 200 K. The slope of the total is $E_{\rm app}$ times the mobile fraction, here $0.82\times0.34\approx0.28$ eV. Reading this as the migration barrier would be an error of 30\% relative to $E_m$.

\section{Flux as the diagnostic}

For $k_x=0$, Eq.~\eqref{eq:Tstar} can be written
\begin{equation}
\frac1{T^*}=\frac{k_B}{E_d}\left[\ln\frac{\nu_d(E_d-E_m)}{sE_m}-\ln\phi\right].
\end{equation}
A plot of $1/T^*$ against $\ln\phi$ is a straight line of slope $-k_B/E_d$. Its slope does not involve $\kappa$, the prefactors or the strong sites. In the example the maximum moves from 252 K at $\phi=10$ s$^{-1}$ to 378 K at $10^5$ s$^{-1}$, so
\begin{equation}
E_d=-k_B\frac{\ln10^{4}}{1/377.98\ \text{K}-1/251.99\ \text{K}}=0.600\ \text{eV},
\end{equation}
which recovers the input. The height falls from 0.231 to 0.021 over the same range, because a larger flux needs a hotter wall to keep the layer open, and on a hotter wall an atom desorbs after a shorter walk. The intercept gives a combination of $\nu_d$, $s$ and $E_m$, not $E_m$ alone.

The two flanks also respond differently at fixed temperature. On the hot side $x\simeq k_d/w$ and $\gamma$ does not depend on flux. On the cold side $x\simeq s\phi/w$ and the mobile part falls as the flux rises; for $x\gg1$ it tends to $4cw/\phi$, a fixed number of atoms per second delivered by hopping, whatever the supply. If ion removal dominates, $g\simeq k_x$, and the maximum follows the ion flux instead.

\section{When weakly bound atoms react with each other}

For radicals, the assumption of an unreactive weak layer is severe. Suppose instead that two weakly bound atoms recombine when one hops onto the other, and that an atom arriving on a filled weak site recombines with its occupant with probability $s$. On a wall so cold that hopping and desorption have stopped, each weak site obeys
\begin{equation}
\frac{d\theta}{dt}=s\phi(1-\theta)-s\phi\,\theta-k_x\theta=0
\quad\Rightarrow\quad \theta=\frac{s\phi}{2s\phi+k_x}.
\end{equation}
Reactive arrivals occur at rate $s\phi\theta$ per weak site and each removes two atoms, so
\begin{equation}
\gamma_{\rm cold}=cq+(1-c)\,\frac{2s^2\phi}{2s\phi+k_x}. \label{eq:cold}
\end{equation}
Without ion removal this is $cq+(1-c)s$: every atom that sticks eventually leaves in a molecule. No higher value is possible in this model, so the cold wall is the most reactive and the cold-side decline is gone.

The master equation on the $3\times3$ lattice, where $c=1/9$, shows this directly. With an unreactive layer $\gamma$ is 0.056 at 140 K, 0.499 at 280 K and 0.466 at 700 K. With a reactive layer and $k_x=0$ it is 0.500 at 140 K and falls to 0.466 at 700 K, without a maximum at the temperatures sampled. With a reactive layer and $k_x=50\,s\phi$, the maximum returns: $\gamma$ is 0.073 at 140 K, as Eq.~\eqref{eq:cold} gives, then 0.497 at 350 K and 0.466 at 700 K. Ions now keep the cold layer sparse, and atoms are removed before they meet a partner.

By Eq.~\eqref{eq:cold}, ion removal divides the contribution of the weak sites on a cold wall by $1+k_x/(2s\phi)$, so a marked decline needs $k_x$ well above $2s\phi$. Here $k_x=25\phi$. If the ion flux were one hundredth of the atom flux, each ion would have to clear an area of 2500 sites. With a sticking probability as large as this one, a strong decline therefore needs a high ion flux or a large area cleared by each ion. A smaller $s$ lowers the required $k_x$ in proportion.

\section{Using the result}

To establish this mechanism, measure $\gamma(T)$ at two or more atom fluxes with the gas temperature and ion flux held fixed. A maximum that moves to a hotter wall at higher flux, with a flux-independent hot flank and a cold flank that drops, supports site blocking. The shift gives $E_d$ if $k_x\ll s\phi$ at every flux used; otherwise the maximum moves less and $E_d$ is overestimated. A maximum that stays in place rules out blocking as the dominant third loss; whether ions take that role can be tested by changing the ion flux alone. For $E_m$, subtract the low-temperature floor from the cold flank and treat the remaining slope as a lower bound. This bound needs recombination at strong sites to be barrierless: on the $3\times3$ lattice with $q=0.001$, a barrier of 0.1 eV for hopping onto a full strong site raises the slope to 0.48 eV, above $E_m=0.4$ eV.

The scan need not be slow on account of the weak layer. Hopping cannot slow the decay of a deviation from the steady state of Eq.~\eqref{eq:mean}, so deviations die out at least as fast as $e^{-\lambda t}$, and $\lambda\ge s\phi$. In the example this means within a few times 2 ms.

To preserve radicals on a wall with an unreactive weak layer, keep its temperature far from $T^*$; when strong sites are dense the maximum is broad, and a moderate shift gains little. If weakly bound atoms react with each other, a hot wall still helps while strongly bound atoms stay in place, but it may have to be much hotter than $T^*$. In the example at 400 K, an atom can make $4w/k_d\approx1300$ hops before desorbing, through a layer of coverage 0.002. That is enough to meet another atom, so a reactive layer would recombine many atoms that an inert one releases. The wall must be hot enough for atoms to desorb before they meet. A cold wall preserves radicals when the weak layer is full and inert, and in that state it also holds a nearly complete layer of adsorbed atoms, which will be released or will react when the wall is warmed. Once strongly bound atoms begin to desorb, or if recombination at strong sites has its own barrier, Eq.~\eqref{eq:gamma} no longer applies and those steps must be included. Desorption from strong sites affects the hot flank; a barrier to recombination lowers both flanks, the cold one most, and moves the maximum to a hotter wall.

\section*{Table of computed values}
\begin{verbatim}
E_m = 0.40 eV, E_d = 0.60 eV
nu_m = 1.0e+13 1/s, nu_d = 1.0e+13 1/s
phi = 1000 1/s, s = 0.50, q = 0.50, k_x = 0 1/s
cell side L = 100 sites, strong fraction c = 1.0e-04
capture formula vs linear solve, max rel. error = 1.5e-13
T* formula = 302.39 K, numerical maximum = 302.39 K
far coverage at numerical maximum = 0.3333
random strong sites: P at T*-5, T*, T*+5 K = 0.96167 0.96230 0.96175
T(K)  w(1/s)  k_d(1/s)  far coverage  x  P  gamma
200.0  8.326e+02  7.597e-03  1.0000  6.005e-01  0.00046  0.00028
250.0  8.637e+04  8.027e+00  0.9842  5.882e-03  0.02475  0.01242
302.4  2.154e+06  1.000e+03  0.3333  6.962e-04  0.15924  0.07966
350.0  1.739e+07  2.293e+04  0.0213  1.347e-03  0.09106  0.04558
400.0  9.125e+07  2.756e+05  0.0018  3.026e-03  0.04464  0.02237
500.0  9.293e+08  8.959e+06  0.0001  9.641e-03  0.01600  0.00805
T(K)  kappa  apparent energy (eV): formula, finite difference
200  0.8563  0.3425  0.3425
250  0.8859  0.3459  0.3459
400  0.8877  -0.1766  -0.1766
500  0.8810  -0.1762  -0.1762
no athermal loss: s*P at 200, 300, 400, 500 K = 0.4667 0.1150 0.0224 0.0080
E_m = 0.0 eV: gamma at 280, 600 K = 0.4999997 0.4667243 (falls)
E_m = 0.7 eV: gamma at 200, 600 K = 5.000e-05 7.614e-05 (rises)
phi = 1e+01 1/s: maximum at 251.99 K, gamma = 0.23105
phi = 1e+03 1/s: maximum at 302.39 K, gamma = 0.07966
phi = 1e+05 1/s: maximum at 377.98 K, gamma = 0.02110
E_d read from the peak shift = 0.6000 eV
3x3 master equation vs formula, max rel. error = 1.3e-15
strong-site occupation, max deviation from 1/2 = 3.3e-16
ion-cleaned case: k_x = 25000 1/s, s*phi = 500 1/s
3x3 gamma: T(K), inert, reactive, reactive and ion-cleaned
140  0.05557  0.50000  0.07265
210  0.36310  0.50000  0.09619
280  0.49896  0.49975  0.46399
350  0.49866  0.49869  0.49726
420  0.49605  0.49605  0.49590
490  0.49140  0.49140  0.49137
560  0.48470  0.48470  0.48469
630  0.47624  0.47624  0.47623
700  0.46646  0.46646  0.46646
cold limit, reactive and ion-cleaned = 0.07265
\end{verbatim}
